# Successive ferroelectric phases from competing quartic and sixth-order anisotropies

## What cubic symmetry allows

Take a uniform, stress-free ferroelectric at zero field, whose parent phase has the full symmetry of a cube (point group $m\bar3m$). Its energy density $f$ must be unchanged when any component of the polarization $\mathbf P$ reverses sign and when components are permuted. It is therefore a symmetric polynomial in $P_x^2,P_y^2,P_z^2$. To sixth order,

$$
\begin{aligned}
f={}&aP^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+a_{111}\sum_iP_i^6\\
&+a_{112}\sum_iP_i^4(P_j^2+P_k^2)+a_{123}P_x^2P_y^2P_z^2 .
\end{aligned}
$$

Only $a=\alpha(T-T_0)$, with $\alpha>0$, depends on temperature. The quadratic term has no preferred direction, so temperature can act on the polar axis only through the size of $P$.

To separate size from direction, let $u=P^2$, $x_i=P_i^2/P^2$, $s=x_1x_2+x_2x_3+x_3x_1$ and $t=x_1x_2x_3$. Since $\sum x_i=1$,

$$\sum x_i^2=1-2s,\qquad \sum x_i^2(x_j+x_k)=\sum_{i<j}x_ix_j(1-x_k)=s-3t,$$

$$\sum x_i^3=\sum x_i^2(1-x_j-x_k)=(1-2s)-(s-3t)=1-3s+3t.$$

Substitution gives

$$f=au+(b_0+b_1s)u^2+(c_0+c_1s+c_2t)u^3,$$

$$b_0=a_{11},\quad b_1=a_{12}-2a_{11},\quad c_0=a_{111},$$

$$c_1=a_{112}-3a_{111},\quad c_2=a_{123}-3a_{112}+3a_{111}.$$

The anisotropy lies in $b_1$, $c_1$ and $c_2$.

## Three candidate axes

The axes T $\langle100\rangle$, O $\langle110\rangle$ and R $\langle111\rangle$ have $(s,t)=(0,0)$, $(1/4,0)$ and $(1/3,1/27)$. At fixed $u$, $f$ is linear in $s$ and $t$, so it can be written as

$$f=w_Tf_T+w_Of_O+w_Rf_R,\qquad w_T+w_O+w_R=1,$$

provided that $s=w_O/4+w_R/3$ and $t=w_R/27$. Solving,

$$w_R=27t,\qquad w_O=4(s-9t),\qquad w_T=1-4s+9t.$$

None of these weights is negative. First, $t\ge0$. Next, $s-9t=(s-3t)-6t=x_1(x_2-x_3)^2+x_2(x_3-x_1)^2+x_3(x_1-x_2)^2\ge0$. Finally, $w_T=(1-3s+3t)-(s-3t)+3t=\sum x_i(x_i-x_j)(x_i-x_k)$. For $x_1\ge x_2\ge x_3$ this equals

$$(x_1-x_2)\left[x_1(x_1-x_3)-x_2(x_2-x_3)\right]+x_3(x_1-x_3)(x_2-x_3)\ge0,$$

which is Schur's inequality.

An average cannot lie below its smallest member. At each amplitude the lowest energy is therefore found on T, O or R, and each axis has a simple energy $au+B_iu^2+C_iu^3$:

- T: $B=b_0$, $C=c_0$.
- O: $B=b_0+b_1/4$, $C=c_0+c_1/4$.
- R: $B=b_0+b_1/3$, $C=c_0+c_1/3+c_2/27$.

I take all three $C_i$ positive; by the same averaging, the sixth-order term is then positive in every direction.

## Each anisotropy alone, then both

At equal amplitude,

$$f_O-f_T=\frac{u^2}{4}(b_1+c_1u),\qquad f_R-f_O=\frac{u^2}{12}\left(b_1+c_1u+\frac{4c_2u}{9}\right).$$

**Quartic alone** ($c_1=c_2=0$). The signs do not depend on $u$. For $b_1>0$, T is lowest at every amplitude.

**Sixth order alone** ($b_1=0$). All differences scale as $u^3$, so their order is again fixed.

**Both, opposed** ($b_1>0$, $c_1<0$). The quartic part wins at small amplitude and the sixth-order part at large amplitude. The differences vanish at

$$u_1=\frac{b_1}{|c_1|}\ \text{(T/O)},\qquad u_2=\frac{b_1}{|c_1|-4c_2/9}\ \text{(O/R)}.$$

For $0<c_2<9|c_1|/4$ we have $u_1<u_2$, and the best axis is T, then O, then R as $u$ grows. For $c_2\ge9|c_1|/4$, R never falls below O. For $c_2<0$, R overtakes T first, at $u=b_1/(|c_1|+|c_2|/9)<u_1$, and O is never best.

## From amplitude to temperature

Let $G(u)$ be the smallest of the three $B_iu^2+C_iu^3$. Equilibrium minimizes $au+G(u)$. Let $u$ and $u'$ be the minimizers at $a$ and at a lower value $a'<a$. Then

$$au+G(u)\le au'+G(u'),\qquad a'u'+G(u')\le a'u+G(u).$$

Adding these gives $(a-a')(u-u')\le0$, so $u'\ge u$: cooling cannot reduce the amplitude.

**Onset.** If $b_0>0$, then $G\ge b_0u^2$ and there is no polarization for $a\ge0$. Just below, $au+G\le0$ requires $u\le|a|/b_0$. The polarization thus starts continuously from zero, where T is the best axis.

**Jumps.** At $u_1$ the slope of $G$ changes by

$$g_O-g_T=\frac{2b_1u_1+3c_1u_1^2}{4}=-\frac{b_1u_1}{4},$$

using $c_1u_1=-b_1$. In the same way it changes by $-b_1u_2/12$ at $u_2$. A minimum at a kink would need the slope to rise there. Equilibrium must jump across each kink, so in this model both changes of axis are first order.

**Does O survive the jumps?** Let $\varphi_i(a)$ be the minimum energy on axis $i$, reached at $u_i$, and let $\varphi_T=\varphi_O$ at $a_{TO}$. There $u_T<u_1$: if $u_T>u_1$, the O energy at $u_T$ would lie below $\varphi_T=\varphi_O$, a contradiction, and $u_T=u_1$ would need equal slopes. Likewise $u_O>u_1$. Since $d\varphi_i/da=u_i$, the difference $\varphi_T-\varphi_O$ has negative slope at every crossing, so there is only one. The same reasoning gives a single $a_{OR}$. O is therefore an equilibrium phase if and only if $a_{TO}>a_{OR}$. Both must also exceed $-\alpha T_0$ for the transitions to lie above 0 K.

**Estimate.** Near a kink, branch $i$ has energy $\text{const}+(a+g_i)\delta+k_i\delta^2/2$, with $\delta$ the distance from the kink and $k_i=2B_i+6C_iu$. Its minimum lies $(a+g_i)^2/2k_i$ below the kink. Equal depths on opposite sides mean $(a+g_T)/\sqrt{k_T}=-(a+g_O)/\sqrt{k_O}$, hence

$$a_{TO}\simeq-\frac{g_T\sqrt{k_O}+g_O\sqrt{k_T}}{\sqrt{k_T}+\sqrt{k_O}}.$$

## Worked example

Polarization is in µC/cm² and energy density in J/cm³; coefficients carry the matching units. The chosen values are $\alpha=3.3\times10^{-5}$, $T_0=400$ K, $(a_{11},a_{12})=(1,6)\times10^{-6}$ and $(a_{111},a_{112},a_{123})=(4,4,6)\times10^{-9}$. Then

$$b_1=(6-2)\times10^{-6}=4\times10^{-6},\quad c_1=(4-12)\times10^{-9}=-8\times10^{-9},$$

$$c_2=(6-12+12)\times10^{-9}=6\times10^{-9}.$$

All five higher coefficients are positive, yet the anisotropies compete. The crossings are $u_1=4000/8=500$ and $u_2=4000/(8-2.667)=750$, or $P=22.4$ and $27.4$ µC/cm².

For T–O, $g_T=0.0010+0.0030=0.0040$ and $g_O=0.0020+0.0015=0.0035$, with $k_T=1.4\times10^{-5}$ and $k_O=1.0\times10^{-5}$. The estimate is

$$a_{TO}\simeq-\frac{4.0+3.5\sqrt{1.4}}{1+\sqrt{1.4}}\times10^{-3}=-3.73\times10^{-3},$$

so $T\simeq400-113=287$ K. Solving $\varphi_T=\varphi_O$ numerically also gives 287 K, and O–R follows at 211 K. $P$ jumps from 21.9 to 22.9 and from 27.2 to 27.6 µC/cm².

The balance can be read at three temperatures. O beats T when $|c_1|u>b_1$; R beats O when $(|c_1|-4c_2/9)u>b_1$. Here $b_1=4.0\times10^{-6}$.

- 350 K, $P=17.2$: $|c_1|u=2.4\times10^{-6}$. The quartic part wins: T.
- 250 K, $P=25.2$: $|c_1|u=5.1\times10^{-6}$, but the O/R combination is $3.4\times10^{-6}$: O.
- 100 K, $P=32.2$: the O/R combination is $5.5\times10^{-6}$: R.

A numerical search over directions found T, O, R in turn as $a$ was lowered. With the other coefficients held fixed, it found T alone for $c_1=c_2=0$ and R alone for $b_1=0$. Varying only $c_2$, O is skipped below $1.07\times10^{-9}$, although $u_1<u_2$ for any positive $c_2$ in the allowed range: the jump then crosses both kinks. Above $1.8\times10^{-8}$, R is absent however low $a$ is taken. Since $u_2$ diverges as $c_2$ approaches this value, the O–R transition has already dropped below 0 K at a smaller $c_2$.

**A second case: $b_0<0$.** On an axis with $B<0$, the onset requires $a+Bu+Cu^2=0$ and $a+2Bu+3Cu^2=0$. Subtraction gives $u=-B/2C$, and then $a=B^2/4C$. The axis with the largest such $a$ appears first. Reversing $b_0$ at fixed $b_1$ (so that $a_{12}$ becomes $2\times10^{-6}$) makes $B$ negative for T, zero for O and positive for R. T therefore appears first, 1.9 K above $T_0$, with a jump to 11.2 µC/cm². The crossings do not contain $b_0$, and the search again gave T, O, R.

## Hysteresis and barrier

At each axis symmetry separates changes of length from small rotations. The change of $f$ under rotation gives the limits of local stability:

- T: tilting by $x_2+x_3=\epsilon$ gives $\Delta s\simeq\epsilon$ and $\Delta t=O(\epsilon^2)$. Stability needs $b_1+c_1u>0$, or $u<u_1$.
- O, in plane: $x=(1/2+\delta,1/2-\delta,0)$ gives $\Delta s=-\delta^2$. Stability needs $u>u_1$.
- O, out of plane: $x_3=\epsilon$ gives $\Delta s\simeq\epsilon/2$, $\Delta t\simeq\epsilon/4$. Stability needs $b_1+c_1u+c_2u/2>0$.
- R: $x_i=1/3+\delta_i$, with $D=\sum\delta_i^2$, gives $\Delta s=-D/2$, $\Delta t\simeq-D/6$. Stability needs $b_1+c_1u+c_2u/3<0$.

With $a=-(2Bu+3Cu^2)$ at each limit, T and O are both locally stable from 279 to 294 K, and O and R from 187 to 243 K. These are limits for uniform rotation; nucleation can narrow the observed hysteresis.

For $c_2>0$, the energy at $u_1$ is $f_1=au_1+b_0u_1^2+c_0u_1^3$ throughout a cube plane and higher outside it. Every uniform path from T to O crosses $u_1$. Stretching along T, rotating at $u_1$ and relaxing along O never exceeds $f_1$. The barrier is therefore $f_1-\varphi_T$, here $2.6\times10^{-3}$ J/cm³ at the transition. It equals $k_BT$ for a cube of edge 11.5 nm, with boundary energy ignored. Boundary energy raises the cost of rotating so small a region, so this estimate alone does not show whether thermal fluctuations matter.

## The real case and the neglected terms

Barium titanate shows this order of phases, with transitions at roughly 400, 280 and 190 K and a room-temperature polarization of roughly 26 µC/cm². The example was placed near that regime (its polarization at 300 K is 21 µC/cm²) and does not predict it. Its continuous onset differs from the first-order onset of the real crystal. The sequence alone does not establish that the real higher coefficients are constant.

The entropy density is $-\partial f/\partial T$, which contributes $-\alpha u$. At T–O its jump is $\alpha(u_O-u_T)=1.40\times10^{-3}$ J/(cm³ K), giving a latent heat of 0.40 J/cm³. So small an entropy jump makes the transition sensitive. A field $E$ along [100] favours T by $E\,\Delta P_x$, with $\Delta P_x=21.918-22.863/\sqrt2=5.75$ µC/cm². Balancing this against the entropy term gives

$$\delta T=-\frac{E\,\Delta P_x}{\alpha(u_O-u_T)}=-4.1\ \text{K per }0.001\ \text{MV/cm}.$$

This is the slope at small field; the response weakens as the field grows, to a total shift of $-3.5$ K at 1 kV/cm and $-8.7$ K at 3 kV/cm. Under such a field the low-temperature state is no longer exactly O: its polarization tilts from [110] towards the field. Tension along [100] acts through the strain difference. With rough electrostriction $Q_{11}=10^{-5}$ and $Q_{12}=-0.3\times10^{-5}$ (µC/cm²)$^{-2}$, this is $Q_{11}u_T-(Q_{11}+Q_{12})u_O/2=3.0\times10^{-3}$, so the initial shift is $-2.1$ K per MPa. Compression along [100] acts differently. It selects domains polarized across the stress axis, [010] and [011], whose strains along [100] are $Q_{12}u_T$ and $Q_{12}u_O$. These are nearly equal, so T–O rises by only about 0.09 K per MPa. Zero stress is the assumption that films and clamped ceramics break, and the effect depends on the sign and direction of the stress.

Raising $b_1$ by 1% lowers T–O by 2.0 K. Quantum saturation, modelled by $a=\alpha\Theta[\coth(\Theta/T)-\coth(\Theta/T_0)]$ with a rough $\Theta=50$ K, lowers T–O by 0.8 K and O–R by 1.9 K. In this model, a tension of several MPa along [100], a field of a few kV/cm along [100] or a change of a few per cent in $b_1$ would each move T–O by several kelvin or more, well beyond the quantum correction for $\Theta=50$ K. That ranking depends on $\Theta$: the correction grows roughly as $\Theta^2$, and with $\Theta=160$ K the same formula lowers T–O by 9 K and O–R by 22 K, as much as 3 kV/cm or 5 MPa of tension does for T–O. For given differences of polarization and strain, the initial field and tension shifts are inversely proportional to the entropy jump. Neither that jump nor the anisotropy was fitted to barium titanate, so none of these shifts is a prediction for the real crystal. Domain walls, depolarizing fields and eighth-order terms lie outside the model; an eighth-order term proportional to $s^2$ would break the linearity on which the three-axis argument rests. The computed values are collected in the numerical output.

## Table of computed values

```
alpha = 3.30e-05 J/cm3/(uC/cm2)^2/K, T0 = 400 K
a11, a12 = 1.0e-06, 6.0e-06 J/cm3/(uC/cm2)^4
a111, a112, a123 = 4.0e-09, 4.0e-09, 6.0e-09 J/cm3/(uC/cm2)^6
b0, b1 = 1.0e-06, 4.0e-06 J/cm3/(uC/cm2)^4
c0, c1, c2 = 4.0e-09, -8.0e-09, 6.0e-09 J/cm3/(uC/cm2)^6
T axis: B = 1.0000e-06 J/cm3/(uC/cm2)^4, C = 4.0000e-09 J/cm3/(uC/cm2)^6
O axis: B = 2.0000e-06 J/cm3/(uC/cm2)^4, C = 2.0000e-09 J/cm3/(uC/cm2)^6
R axis: B = 2.3333e-06 J/cm3/(uC/cm2)^4, C = 1.5556e-09 J/cm3/(uC/cm2)^6
T/O crossing amplitude P1 = 22.361 uC/cm2, P1^2 = 500.0 (uC/cm2)^2
O/R crossing amplitude P2 = 27.386 uC/cm2, P2^2 = 750.0 (uC/cm2)^2
T-O transition = 286.96 K (13.8 C), estimate 287.00 K
O-R transition = 210.70 K (-62.4 C), estimate 210.71 K
a at T-O, O-R = -3.7303e-03, -6.2468e-03 J/cm3/(uC/cm2)^2
P at T-O: T side 21.918, O side 22.863 uC/cm2
P at O-R: O side 27.205, R side 27.575 uC/cm2
350 K: phase T, P = 17.23 uC/cm2, f(T,O,R) = -0.29705, -0.26154, -0.24495 J/cm3
250 K: phase O, P = 25.18 uC/cm2, f(T,O,R) = -1.75608, -1.82471, -1.80461 J/cm3
100 K: phase R, P = 32.25 uC/cm2, f(T,O,R) = -5.24097, -5.90031, -6.02248 J/cm3
Local stability limit, T cooling: 278.79 K
Local stability limit, O heating: 293.94 K
Local stability limit, O cooling: 186.67 K
Local stability limit, R heating: 242.87 K
O stability upper amplitude = 28.284 uC/cm2
R stability lower amplitude = 25.820 uC/cm2
Phases on cooling, both anisotropies: TOR
Phases without sixth-order anisotropy: T
Phases without quartic anisotropy: R
c2 below which O is skipped = 1.069e-09 J/cm3/(uC/cm2)^6
c2 above which R never appears = 1.800e-08 J/cm3/(uC/cm2)^6
Phases for c2 = -4e-9, half skip value, twice skip value, 1.1 top value: TR, TR, TOR, TO
With b0 reversed: onset at T0 + 1.894 K, P jumps to 11.18 uC/cm2
Entropy jump at T-O = 1.396e-03 J/cm3/K
Latent heat: T-O 0.401, O-R 0.141 J/cm3
Uniform-rotation barrier at T-O = 2.628e-03 J/cm3, saddle s = 0.1349
Cube edge with barrier equal to kT = 11.5 nm
T-O shift by field along [100] = -4.12 K per 0.001 MV/cm
Rough electrostriction Q11, Q12 = 1.0e-05, -3.0e-06 (uC/cm2)^-2
T-O shift by tension along [100] = -2.13 K per MPa
T-O shift for b1 larger by 1 percent = -1.97 K
Quantum saturation, rough scale 50 K: T-O shift -0.83 K, O-R shift -1.89 K
```
